Does a changed electric-modulus peak mean changed ion dynamics in glass?

**Q:** I have modulus spectra of two sodium silicate glasses. In one, the peak of M'' is broad and lopsided, and a stretched exponential of the same width has β near 0.6. In the other the peak is narrower and β is near 0.8. I conclude that the ions of the second glass move less cooperatively. The modulus suppresses electrode effects, so what else could the peak shape report?

**A:** Let us first write down what goes into M. I take the time factor exp(+iωt) and atomic units, in which 4πε₀ = 1. In a field E the mobile ions carry the current σ(ω)E, where σ is complex. Everything faster, meaning electrons and vibrations, responds through a real constant ε∞ and carries the displacement current iωε∞E/4π. The sum of the two must equal iωεE/4π, which defines the total permittivity ε. Dividing by iωE/4π gives

ε(ω) = ε∞ + 4πσ(ω)/(iω),  M(ω) = 1/ε(ω) = M' + iM''.

The ions enter through σ and the rest of the glass through ε∞. The inverse is taken after the two have been added, so M is not a sum of an ionic part and a background part.

**Q:** But M has a direct meaning. If I fix the displacement D, the field is E = MD, and M'' is the spectrum of its decay. The field decays because the ions move, so its decay must be ion dynamics.

**A:** The ions do cause the decay, but they do not fix it alone. At the instant D is switched on, the field is D/ε∞. That field drives the ions, and their displacement reduces the field that drives them further. The strength of this feedback depends on ε∞. The same ions, with the same response to a given field, then produce a different history E(t), because they are given a different field.

The ionic conductivity can be recovered without this feedback. The total admittivity is iω/(4πM) = σ + iωε∞/4π, and its second term is purely imaginary. With 1/M = (M' − iM'')/|M|² and i(M' − iM'') = M'' + iM', the real part is

σ'(ω) = (ω/4π) M''/|M|².

Here ε∞ has dropped out. If two samples differ in ε∞ alone, their σ' curves coincide whatever their modulus peaks look like.

**Q:** I accept that the peak may move and change its height. I would still expect ε∞, a mere constant, to leave the shape alone.

**A:** Then let us test that. Say that two peaks have the same shape if rescaling frequency and height makes them coincide:

M₂''(λω) = κ M₁''(ω) for all ω,

with positive constants λ and κ. The two curves belong to the same σ(ω) but to different values ε₁ and ε₂ of ε∞.

I assume the following about σ. It is a linear, causal response, so with s = iω it is analytic for Re s > 0. It is passive, with Re σ > 0 there and on the imaginary axis, and it is smooth on that axis except perhaps at ω = 0, where it is continuous. It has a dc plateau σ(0) = σ₀ > 0, and σ/s → 0 for large |s|.

Then M = s/(sε∞ + 4πσ) is analytic for Re s > 0, because the denominator has a positive real part and cannot vanish. Also M → 1/ε∞ at high frequency, and M ≈ iω/(4πσ₀) near ω = 0.

The first step is that M'' alone determines M'. Consider the integral of M(x)/[x(x² − ω²)] along the real frequency axis, closed by a large arc in the lower half-plane, which is where Re s > 0. The arc contributes nothing, since the integrand falls as 1/x³, and x = 0 is harmless because M vanishes there linearly. Passing below the poles at x = ±ω adds iπ times their residues, M(ω)/(2ω²) and M(−ω)/(2ω²). A real response has M(−ω) = M(ω)*, so the residues sum to M'(ω)/ω². In the principal-value integral the part with M' is odd and cancels, while the part with M'' is even and doubles:

2i P∫₀^∞ M''(x) dx/[x(x² − ω²)] + iπM'(ω)/ω² = 0,

M'(ω) = (2/π) P∫₀^∞ M''(x) [ω²/(ω² − x²)] dx/x.

The bracket and dx/x depend only on the ratio x/ω. Rescaling the frequency and height of M'' therefore rescales M' in the same way, and equal shapes of M'' imply

M₂(λω) = κ M₁(ω)

for the whole complex modulus.

**Q:** And that is too much to ask?

**A:** Take ω → ∞. The left side tends to 1/ε₂ and the right side to κ/ε₁, so κ = ε₁/ε₂. Now invert both sides:

ε₂ + 4πσ(λω)/(iλω) = (ε₂/ε₁)[ε₁ + 4πσ(ω)/(iω)].

The terms ε₂ cancel. Multiplying by iλω/4π leaves

σ(λω) = λ(ε₂/ε₁) σ(ω).

Next take ω → 0. Both conductivities tend to σ₀, which is finite and not zero, so λ = ε₁/ε₂. This differs from 1, and what remains is

σ(λω) = σ(ω).

If λ < 1, apply this repeatedly: σ(ω) = σ(λω) = σ(λ²ω) = …, and the argument runs to zero, so σ(ω) = σ₀. If λ > 1, use 1/λ instead. Under the stated assumptions, then, a change of ε∞ at fixed σ(ω) keeps the peak shape only when σ is constant. With any dispersion at all, the shape changes.

**Q:** Does a constant σ really keep it?

**A:** Yes. With τ_M = ε∞/(4πσ₀),

M = iω/(iωε∞ + 4πσ₀) = (1/ε∞) iωτ_M/(1 + iωτ_M),

M'' = (1/ε∞) ωτ_M/(1 + ω²τ_M²).

This is a Debye peak for every ε∞; only τ_M and the height change.

The dc plateau matters too. Suppose there is none and σ = A(iω)ⁿ with 0 < n < 1. Then

M = (1/ε∞)/[1 + (iω/ω_c)ⁿ⁻¹],  ω_c = (4πA/ε∞)^(1/(1−n)),

and ε∞ again sets only the height and the frequency scale. Your glasses have both a plateau and dispersion, so neither exception covers them.

**Q:** A theorem does not tell me whether the effect is visible. Can you give me a conductivity that looks like a glass?

**A:** Take the random free-energy barrier form,

σ(ω) = σ₀ iωτ/ln(1 + iωτ).

It has a dc plateau and a slow rise beginning near ωτ = 1. To see that it is an admissible response, apply Cauchy's theorem to 1/ln(1 + s). This function has a pole at s = 0 with residue 1 and a cut along s = −x, x > 1, where the logarithm equals ln(x − 1) ± iπ on the two sides. It vanishes at infinity. The jump across the cut is −2πi/[ln²(x − 1) + π²], so that

1/ln(1 + s) = 1/s + ∫₁^∞ dx/{(x + s)[ln²(x − 1) + π²]}.

The first term is a plain conductor. The integral is a sum of Debye relaxations with positive weights. Both are causal and passive.

For small s, ln(1 + s) = s − s²/2 + s³/3 − …, and its inverse is 1/s + 1/2 − s/12 + …. With s = iωτ, the ionic part of the permittivity is

4πσ/(iω) = 4πσ₀τ/ln(1 + iωτ) = 4πσ₀/(iω) + 2πσ₀τ + ….

The constant is the ionic permittivity step, Δε = 2πσ₀τ. Write L = ln(1 + iωτ) and g = 2Δε/ε∞. Then ε = ε∞ + 2Δε/L, and

ε∞M = L/(L + g).

One number, g, fixes the shape.

**Q:** Where is the peak?

**A:** Put ωτ = tan θ. Since 1 + i tan θ = exp(iθ)/cos θ, we have L = a + iθ with a = −ln cos θ. From L/(L + g) = 1 − g/(L + g),

ε∞M'' = gθ/[(a + g)² + θ²].

Setting the derivative with respect to θ to zero, with da/dθ = tan θ, gives

(a + g)² + θ² − θ[2(a + g) tan θ + 2θ] = 0,

(a + g)² − 2θ tan θ (a + g) − θ² = 0.

Because a + g is positive, the root needed is a + g = θ(tan θ + sec θ), or

g = θ(tan θ + sec θ) + ln cos θ.

The right side has the derivative sec θ + θ sec θ (sec θ + tan θ) > 0 and runs from 0 to infinity. Each g thus gives one maximum, and a smaller ε∞, hence a larger g, moves it to higher frequency.

**Q:** Now put in numbers.

**A:** I use rough typical values for a sodium silicate glass near 400 K: σ₀ = 10⁻⁶ S/cm and Δε = 10. In SI units 4πσ₀τ becomes σ₀τ/ε₀, so

τ = 2Δε ε₀/σ₀ = 20 × (8.854 × 10⁻¹⁴ F/cm)/(10⁻⁶ S/cm) = 1.77 μs,

and 1/(2πτ) = 89.9 kHz. I hold σ₀, Δε and τ fixed, and so the whole function σ(ω). Only ε∞ varies:

ε∞ = 4: peak at 218 kHz, full width 2.43 decades, β = 0.45
ε∞ = 8: peak at 129 kHz, full width 1.80 decades, β = 0.61
ε∞ = 16: peak at 76 kHz, full width 1.45 decades, β = 0.77
ε∞ = 32: peak at 44 kHz, full width 1.26 decades, β = 0.89

The width is taken at half maximum, and β belongs to the stretched exponential of equal width; the two curves need not agree elsewhere.

You can check the second line by hand. There g = 20/8 = 2.5 and ωτ = 128.8/89.88 = 1.433, so θ = 0.9615, sec θ = 1.747 and ln cos θ = −0.558. The peak condition gives 0.9615 × 3.180 − 0.558 = 2.50, as it should. The height is M'' = (1/8) × 2.5 × 0.9615/(3.058² + 0.9615²) = 0.0292.

**Q:** So β goes from 0.61 to 0.77, much as in my two glasses, while no ion responds differently to a given field?

**A:** In this model, yes. I also tested it without the closed formula. Take one conductor and about two hundred Debye elements with the rates and weights of the integral above, counting the very fastest as instantaneous. Fix D, and find the decay modes of the field by diagonalization for each of the four ε∞, leaving the list of elements untouched. Between ωτ = 0.001 and 25, the resulting M'' agrees with the formula to a relative 6 × 10⁻⁶ (the upper half-maximum point for ε∞ = 4, at ωτ = 118, lies beyond this range). The σ' recovered from each of the four moduli agrees with the one common σ' to 8 × 10⁻⁸.

**Q:** Why does the peak broaden mainly on the high-frequency side?

**A:** For ε∞ = 32 the half-widths below and above the peak are 0.58 and 0.68 decades; for ε∞ = 4 they are 0.74 and 1.69. Turn the expression for σ' around:

M'' = 4πσ'|M|²/ω.

Far above the peak |M| tends to 1/ε∞, though in this model only logarithmically, and M'' then becomes proportional to σ'/ω. A constant σ' gives the Debye fall, 1/ω, and a rising σ' slows it. In the model σ'/σ₀ is 1.00 at ωτ = 0.1, 1.07 at ωτ = 1 and 1.96 at ωτ = 10. With ε∞ = 32 the peak lies at ωτ = 0.49, mostly on the plateau. With ε∞ = 4 it lies at 2.4, and its upper flank runs through the rise. On that flank |M| is also still growing towards 1/ε∞, which holds M'' up further. The ions' dispersion stays where it is, and ε∞ decides which part of it the peak covers.

Two limits show this. For large ε∞ the peak sits at small ωτ, where the first terms of the expansion suffice:

ε ≈ ε∞ + Δε + 4πσ₀/(iω).

This is a Debye peak at ω = 4πσ₀/(ε∞ + Δε). For small g, the first omitted term is about g²/12 of ε∞ at the peak. For ε∞ = 32 the estimate is 89.88 × 20/42 = 42.8 kHz, 3 % below the full result. With x the frequency divided by that of the peak, half maximum means x/(1 + x²) = 1/4, or x = 2 ± √3, so the width tends to 2 log₁₀(2 + √3) = 1.14 decades.

For small ε∞, g is large. As long as |L| is much smaller than g, M ≈ L/(2Δε), and

M'' ≈ arctan(ωτ)/(2Δε).

This is a shelf that no longer depends on ε∞. It ends only when ln(ωτ) becomes comparable with g, so the width grows without bound as ε∞ is lowered. At fixed Δε that limit is formal, since a real ε∞ is at least 1, though a larger Δε raises g as well. The shelf is approached slowly: at g = 20 the peak reaches only 0.75 of its height π/(4Δε).

**Q:** Perhaps your logarithm is special.

**A:** The theorem does not use it, but the size of the effect does depend on the conductivity. With the same σ₀ and τ, take σ = σ₀[1 + (iωτ)^0.6]. The full widths for ε∞ = 4, 8, 16 and 32 are then 3.39, 2.79, 2.18 and 1.78 decades. The direction is the same and the peaks are broader. Aligning the peaks for ε∞ = 8 and 16 in position and height leaves a largest gap of 0.13 of the peak height for the barrier form and 0.15 for this one. For a constant σ, and for the power law without a plateau, the gap is about 10⁻⁸, which is numerical noise.

**Q:** My objection is physical. Nobody can change ε∞ in a glass and leave the ions alone.

**A:** Chemically, that is a sound objection. Consider a sodium ion and a singly charged oxygen 0.3 nm apart, with their attraction screened by ε∞. Going from 8 to 16 changes the binding by (1.44 eV nm/0.3 nm)(1/8 − 1/16) = 0.30 eV. With kT = 0.0345 eV, a barrier change of that size would alter hopping rates by a factor of about 6000. The estimate is crude, but it shows that such a substitution is no controlled comparison.

A capacitor is. Let C₀ be the capacitance of the empty electrode gap. The sample has the admittance iωC₀ε, and a lossless capacitor C in parallel adds iωC, so the apparent permittivity is

ε_app = ε + C/C₀.

This raises ε∞ by C/C₀, and at a given voltage the ions feel the same field as before. For a plate of 1 cm² and 1 mm thickness, C₀ = 0.885 pF. Going from 8 to 16 takes 8 × 0.885 = 7.1 pF. In the model, that capacitor beside the sample moves β from 0.61 to 0.77.

**Q:** How close is all this to a real plate of glass?

**A:** The values of σ₀ and Δε are rough but in the usual regime, as is ε∞ = 8. Note that the model reaches ε∞ only logarithmically: with ε∞ = 8, ε' is still 14.0 at 1 MHz and 10.1 at 1 GHz, so the model's ε∞ is not simply the value read off at the top of a measured spectrum. The values 16 and 32 are far above what a sodium silicate glass has, and should be read as added parallel capacitance. The assumption that real glass clearly breaks is a lossless background. A nearly constant loss of 0.05 in ε'', again a rough value, widens the peak at ε∞ = 8 by a few hundredths of a decade, against the 0.35 decades lost on going to ε∞ = 16. An uncorrected stray capacitance of 0.1 pF narrows it by 0.009 decades; the edge capacitance of the plate above, about 0.2 pF, narrows it by 0.02 decades, and 1 pF by 0.08. A constant offset of 1 K, with an activation energy of 0.65 eV and Δε taken proportional to 1/T, moves the peak by 4.6 % and the width by only 0.002 decades; a drift of 1 K while the sweep crosses the peak changes the width by up to log₁₀ 1.046 = 0.02 decades. At 1 V the field is 10⁻⁵ MV/cm, and nonlinear hopping is negligible. Ideal blocking layers at the electrodes act as a series capacitor C_s, which adds the real number C₀/C_s to M and leaves M'' alone. In that respect your trust in the modulus is justified.

**Q:** Then what should I do with my two glasses?

**A:** Compute σ'(ω) for both and plot σ'/σ₀ against frequency, with each frequency axis scaled so that the onsets of dispersion coincide. If the curves agree, the modulus gives no ground for claiming a change in the form of the ionic dispersion, although σ₀ and τ may still differ. If they disagree, first exclude three other causes: blocking electrodes, which lower σ' at low frequency although they leave M'' alone; background loss, which adds to σ' at high frequency; and phase separation, known in sodium silicates of low sodium content, which can make σ' rise with frequency even if σ is constant within each phase. A disagreement that survives these checks points to a change in the ionic dispersion, and σ' shows where.

If your second glass contains less sodium, there may be a simple reading. In the barrier model the shape depends on Δε and ε∞ only through g = 2Δε/ε∞. Halving Δε at ε∞ = 8 gives g = 1.25, the same as doubling ε∞ at Δε = 10, so the width again falls from 1.80 to 1.45 decades while σ/σ₀ remains the same function of ωτ. Whether your glasses behave this way is for their conductivity spectra to decide. The numerical output below gives the remaining digits.

**Q:** So my β values were not wrong, but they were not properties of the ions.

**A:** They measure the width of the spectrum of the field's decay at fixed displacement, which is a property of the ions together with everything that shares the field with them. An equal-width β need not be the exponent of the decay in time. In the barrier model at ε∞ = 8, 28 % of the field is already gone at t = 0.001τ, and for φ = ε∞E/D the local exponent d ln(−ln φ)/d ln t rises from about 0.3 at φ = 0.5 to about 0.6 at φ = 0.1. A change in Δε is ionic too, but it can alter β without altering the form of the dispersion. To assign a change in β to that form, you must first show that σ₀τ/ε∞ did not change, where 1/τ marks the onset of dispersion, or go back to σ'. In the barrier model this ratio is proportional to Δε/ε∞.

Values computed for the example and the checks

```
temperature 400 K, kT 0.03447 eV
sigma0 1.0e-06 S/cm, delta_eps 10.0
tau 1.7708 us, 1/(2 pi tau) 89.88 kHz
Barrier model, fixed sigma(w), only eps_inf varied:
eps_inf 4: g 5.000, peak 218.26 kHz, M'' max 0.03989
   half-widths low 0.740, high 1.687; FWHM 2.427 decades; beta 0.450
eps_inf 8: g 2.500, peak 128.80 kHz, M'' max 0.02924
   half-widths low 0.653, high 1.144; FWHM 1.797 decades; beta 0.613
eps_inf 16: g 1.250, peak 76.32 kHz, M'' max 0.01957
   half-widths low 0.605, high 0.842; FWHM 1.446 decades; beta 0.770
eps_inf 32: g 0.625, peak 44.15 kHz, M'' max 0.01196
   half-widths low 0.583, high 0.682; FWHM 1.264 decades; beta 0.891
Debye FWHM 1.1439 decades
dc + power law, exponent 0.6: FWHM in decades
   eps_inf 4: 3.393
   eps_inf 8: 2.786
   eps_inf 16: 2.184
   eps_inf 32: 1.778
Largest gap of aligned peaks, eps_inf 8 against 16 (peak = 1):
   barrier model 0.1309
   dc + power law 0.1474
   constant sigma 1.1e-08
   pure power law 4.2e-09
sigma'/sigma0 of the barrier model, same for every eps_inf:
   w tau  0.1: 1.0008
   w tau  1.0: 1.0657
   w tau 10.0: 1.9644
network: max relative error M'' 6.2e-06, sigma' 8.0e-08
dispersion relation: max relative error 4.8e-15
plate 1 cm2 x 1e+06 nm: empty capacitance 0.8854 pF
parallel capacitor for eps_inf 8 -> 16: 7.083 pF
Neglected effects at eps_inf 8:
   flat loss 0.05: FWHM change +0.0431 decades
   stray 0.1 pF: FWHM change -0.0094 decades
   +1 K (barrier 0.65 eV): peak shift +4.62 %, FWHM change -0.00168 decades
   1 V: field 1.0e-05 MV/cm, hop 0.3 nm, nonlinearity 3.2e-12
   two ideal 0.5 nm electrode layers: M' shift 1.0e-06 of 1/eps_inf, M'' shift none
   chemical change 8 -> 16: Coulomb binding at 0.3 nm changes by 0.300 eV
   as a rate factor exp(change/kT): 6.0e+03
```
